\section*{Mutual heating of two parallel wires above an isothermal plane}

\section*{Problem}

Two long, straight, parallel wires of radius $a=10$ nm are embedded in a dielectric of uniform thermal conductivity $k$. Their axes are $d=50$ nm apart, and both axes lie $h=200$ nm above a plane held at a fixed temperature. The dielectric fills the whole space above the plane. Each wire carries a current that releases the heat $q$ per unit length, and the state is steady.

(a) One wire is heated first. The second, which stays in place throughout, is then switched on with the same $q$. By what percentage does the temperature rise of the first wire increase? Treat the wires as thin.

(b) Find the temperature rises for copper lines of resistivity $8\ \mu\Omega\,$cm at a current density of 30 MA/cm$^2$, in a porous dielectric with $k=0.3$ W/(m K).

(c) How do the high conductivity of the metal and a thermal resistance at its surface change the answer to (a)?

\section*{A tempting solution}

The heat leaving a wire spreads over cylinders of circumference $2\pi r$, so the heat flux at distance $r$ is
\begin{equation}
J(r)=\frac{q}{2\pi r}.
\end{equation}
The influence of a wire therefore falls as $1/r$. A wire feels its own heat at $r=a$ and its neighbour's heat at $r=d$. The plane lies equally far below both wires and drops out of the comparison. The neighbour then adds the fraction
\begin{equation}
\frac{J(d)}{J(a)}=\frac{a}{d}=\frac{10}{50}=20\ \text{percent}.
\end{equation}

\section*{Where it fails}

The formula for $J$ is right for a wire far from boundaries, but it gives a flux, and the question concerns a temperature. Fourier's law, $J=-k\,dT/dr$, makes the temperature difference between two points an integral of the flux:
\begin{equation}
T(r_1)-T(r_2)=\frac1k\int_{r_1}^{r_2}\frac{q}{2\pi r}\,dr
=\frac{q}{2\pi k}\ln\frac{r_2}{r_1}.
\end{equation}
As long as $r_1$ is well below the reference distance $r_2$, this logarithm falls more slowly with $r_1$ than $1/r_1$ does, so for the close pair here the neighbour matters more than the flux suggests.

The second fault is the dismissal of the plane. The integral needs an end point at a known temperature, and without one it grows without limit as $r_2\to\infty$. The plane supplies that reference. Its distance enters both the self-heating and the neighbour's share, and it does not cancel from their ratio.

\section*{Right solution}

\subsection*{What has to be calculated}

Let $\theta$ be the temperature rise above the plane. With constant conductivities the heat equation is linear, so the rise of wire 1 is a sum of two contributions:
\begin{equation}
\theta_1=R_{11}q_1+R_{12}q_2 .
\end{equation}
The coefficients are thermal resistances for a unit length of line. Wire 1 alone has the rise $R_{11}q$, and with both wires heated it has $(R_{11}+R_{12})q$. The requested fraction is
\begin{equation}
f=\frac{(R_{11}+R_{12})q-R_{11}q}{R_{11}q}=\frac{R_{12}}{R_{11}} .
\end{equation}

\subsection*{One line of heat above the plane}

A point source of power $Q$ sends the flux $Q/(4\pi s^2)$ through a sphere of radius $s$. Integrating this flux from $s$ to infinity and dividing by $k$ gives $\theta=Q/(4\pi ks)$. An element $dy$ of a thin wire is a point source with $Q=q\,dy$.

To keep the plane at $\theta=0$, place an image line of strength $-q$ at depth $h$ below it. Let $r$ and $r'$ be the perpendicular distances from the point of observation to the wire and to its image. For a segment reaching from $-L$ to $L$,
\begin{equation}
\theta=\frac{q}{4\pi k}\int_{-L}^{L}\left[
\frac1{\sqrt{r^2+y^2}}-\frac1{\sqrt{r'^2+y^2}}\right]dy .
\end{equation}
The integrand is even, and
\begin{equation}
\int_0^L\frac{dy}{\sqrt{r^2+y^2}}
=\ln\frac{L+\sqrt{L^2+r^2}}{r}.
\end{equation}
Twice the difference of two such integrals gives
\begin{equation}
\theta=\frac{q}{2\pi k}\left[\ln\frac{r'}{r}
+\ln\frac{L+\sqrt{L^2+r^2}}{L+\sqrt{L^2+r'^2}}\right].
\end{equation}
As $L\to\infty$ the last fraction tends to 1 and its logarithm to zero. Hence
\begin{equation}
\theta=\frac{q}{2\pi k}\ln\frac{r'}{r}. \label{line}
\end{equation}
On the plane $r=r'$, so $\theta=0$ as required. Far away $r'/r\to1$, and the rise vanishes there too. The image lies outside the dielectric, so it adds no real source of heat.

\subsection*{From a line to a wire of finite radius}

At $r=0$ equation (\ref{line}) diverges, so the radius has to enter. Suppose first that the metal has the same conductivity as the dielectric and is heated uniformly. By symmetry and conservation of heat, the field that such a disc of sources produces outside itself is that of a line on its axis. We need the mean of this field over the surface of wire 1.

The wire's own term, $-\ln r$, equals $-\ln a$ everywhere on the surface. Every other term is the logarithm of the distance to an axis at some distance $D>a$ from the axis of wire 1. With $\varphi$ the angle around wire 1, measured from the direction pointing away from that other axis, the distance is $|D+ae^{i\varphi}|$, and
\begin{equation}
\ln|D+ae^{i\varphi}|=\ln D+\sum_{n=1}^{\infty}
\frac{(-1)^{n+1}}{n}\left(\frac aD\right)^n\cos n\varphi .
\end{equation}
Each cosine averages to zero over the circle, leaving $\ln D$. The mean is thus found by measuring from axis to axis.

The image of wire 1 is at $D=2h$. The neighbour is at $D=d$. The neighbour's image is displaced by $d$ horizontally and $2h$ vertically, so $D=\sqrt{d^2+4h^2}$. Therefore
\begin{align}
2\pi kR_{11}&=\ln\frac{2h}{a}, \label{self}\\
2\pi kR_{12}&=\ln\frac{\sqrt{d^2+4h^2}}{d}. \label{mutual}
\end{align}
For equal conductivities these surface means hold without a thin-wire approximation. For metal wires they are the leading result when $a\ll d$ and $a\ll h$.

\subsection*{Answer to (a)}

The distances to the images are $2h=400$ nm and $\sqrt{50^2+400^2}=403.11$ nm. Thus
\begin{equation}
f=\frac{\ln(403.11/50)}{\ln(400/10)}
=\frac{2.0872}{3.6889}=0.566 .
\end{equation}
The neighbour adds about 57 percent to the self-heating. Both $q$ and $k$ have cancelled.

The spacing must be read from axis to axis. If 50 nm were the clear gap between the surfaces, the axes would be 70 nm apart and the fraction would fall to about 48 percent.

\subsection*{How the geometry controls the fraction}

For $d\ll2h$ the square root in (\ref{mutual}) is close to $2h$. Writing $\ln(2h/d)=\ln(2h/a)-\ln(d/a)$ then gives
\begin{equation}
f\simeq1-\frac{\ln(d/a)}{\ln(2h/a)} .
\end{equation}
Here this is $1-1.609/3.689=0.564$, close to the full thin-wire value. Raising the pair at fixed $a$ and $d$ increases the denominator and brings $f$ slowly nearer to 1. Heat from either wire then travels a longer common path to the plane, while the temperature difference that a single heated wire sets up between the two hardly changes. This trend requires wires much longer than $h$, since otherwise the two-dimensional description fails.

The same approximation tells when the neighbour adds one half. Setting $\ln(2h/d)=\tfrac12\ln(2h/a)$ gives $d=\sqrt{2ha}$, or about 63 nm at the present height and radius.

In the opposite limit, $d\gg2h$,
\begin{equation}
2\pi kR_{12}=\frac12\ln\left(1+\frac{4h^2}{d^2}\right)
\simeq\frac{2h^2}{d^2}.
\end{equation}
The wire and its negative image now nearly cancel at the neighbour. The plane screens the coupling once the spacing is much larger than the height.

\section*{Answer to (b)}

The cross-section is $A=\pi a^2$. With resistivity $\rho$ and current density $j$, the heat per length is
\begin{equation}
q=j^2\rho A=(3\times10^{11})^2(8\times10^{-8})
\pi(10^{-8})^2\ \text{W/m}=2.262\ \mu\text{W}/\mu\text{m}.
\end{equation}
The common temperature scale is
\begin{equation}
\frac{q}{2\pi k}=\frac{2.262}{2\pi(0.3)}\ \text{K}=1.200\ \text{K}.
\end{equation}
Multiplication by the two logarithms gives
\begin{align}
\theta_{\rm self}&=1.200\times3.6889=4.43\ \text{K},\\
\theta_{\rm neighbour}&=1.200\times2.0872=2.50\ \text{K}.
\end{align}
The total is 6.93 K. If the plane is at 378 K, the wires are at about 385 K.

\section*{Answer to (c)}

\subsection*{Metal wires}

Copper conducts heat far better than the dielectric, so each wire is nearly isothermal. Even an unheated neighbour then disturbs the field of wire 1. Measure $\theta$ in units of $q/(2\pi k)$ and call it $u$. Near the neighbour, the field of wire 1 is approximately
\begin{equation}
u=u_0-g\xi,\qquad g=\frac1d,
\end{equation}
where $\xi$ is measured from the neighbour's axis in the direction away from wire 1. The small gradient due to the image is neglected. With $\varrho$ the distance from the neighbour's axis, the field outside the isothermal neighbour becomes
\begin{equation}
u=u_0-g\xi+g\frac{a^2\xi}{\varrho^2}.
\end{equation}
At $\varrho=a$ the last two terms cancel, so the surface has one temperature. The added dipole term carries no net heat, as an unheated wire requires. At wire 1, $\xi=-d$ and $\varrho=d$, so the change there is
\begin{equation}
\Delta u=-\frac{g a^2}{d}=-\frac{a^2}{d^2}=-0.0400 .
\end{equation}
The neighbour offers heat an easy path through its cross-section and slightly cools wire 1.

A numerical solution with higher multipoles and all images gives the self coefficient 3.6480. This is 0.0409 below the thin-wire value; of that, about 0.0006 comes from wire 1's own image and would remain without the neighbour. The neighbour coefficient is 2.0877, almost unchanged. The fraction for switching on the neighbour is therefore
\begin{equation}
f_{\rm metal}=\frac{2.0877}{3.6480}=57.2\ \text{percent}.
\end{equation}

A different comparison would remove the neighbour altogether in the reference state. The reference is then a single isothermal wire, which has a closed solution. Put the line source at height $b=\sqrt{h^2-a^2}$ and its image at $-b$. At the surface point with height $h+a\cos\varphi$ and horizontal offset $a\sin\varphi$, use of $a^2+b^2=h^2$ gives
\begin{align}
r^2&=a^2\sin^2\varphi+(h+a\cos\varphi-b)^2\nonumber\\
&=2(h-b)(h+a\cos\varphi),\\
r'^2&=2(h+b)(h+a\cos\varphi).
\end{align}
The ratio $r'/r$ is the same all around the surface, which is therefore an isotherm. Since $(h-b)(h+b)=a^2$,
\begin{equation}
u=\ln\frac{r'}r=\frac12\ln\frac{h+b}{h-b}
=\ln\frac{h+b}{a}=\operatorname{arccosh}\frac ha=3.6883 .
\end{equation}
The multipole solution reproduces this value for one wire. Relative to it, two heated metal wires are hotter by
\begin{equation}
\frac{3.6480+2.0877}{3.6883}-1=55.5\ \text{percent}.
\end{equation}
The reference state has to be named once differences of one or two percentage points matter.

\subsection*{Resistance at the metal surface}

Let $r_K$ be the interface resistance, defined as the temperature jump divided by the heat flux. The mean flux leaving a heated wire is $q/(2\pi a)$, so the wire is hotter than the adjacent dielectric by $qr_K/(2\pi a)$. In units of $q/(2\pi k)$ this adds
\begin{equation}
\frac{kr_K}{a}=\frac{0.3\times10^{-8}}{10^{-8}}=0.300
\end{equation}
to the self coefficient for a rough value $r_K=10^{-8}$ m$^2$K/W. It adds nothing at leading order to the neighbour coefficient, because the neighbour's heat does not leave through the surface of wire 1 as a net flow.

The interface also weakens the dipole. Let the metal have conductivity $k_m$. In the applied gradient $g$, write the parts varying as $\cos\phi=\xi/\varrho$ as
\begin{equation}
u_{\rm out}=\left(-g\varrho+pg\frac{a^2}{\varrho}\right)\cos\phi,
\qquad u_{\rm in}=-B\varrho\cos\phi .
\end{equation}
Continuity of the radial flux at $\varrho=a$ requires
\begin{equation}
k_mB=kg(1+p).
\end{equation}
The outward flux there is $k_mB\cos\phi$ in these units, so the temperature jump $u_{\rm in}-u_{\rm out}$ gives
\begin{equation}
-Ba+ga(1-p)=r_Kk_mB .
\end{equation}
Dividing by $a$ and substituting for $B$,
\begin{equation}
1-p=s(1+p),\qquad s=\frac{k}{k_m}+\frac{kr_K}{a},
\qquad p=\frac{1-s}{1+s}.
\end{equation}
For $s=0$ this returns the full dipole, and for $s=1$ the dipole vanishes.

The metal conductivity follows from the Wiedemann--Franz estimate
\begin{equation}
k_m=\frac{\pi^2}{3}\left(\frac{k_B}{e}\right)^2\frac{T}{\rho}
\approx115\ \text{W/(m K)}
\end{equation}
at 378 K. Hence $s\approx0.303$ and $p\approx0.535$. The self coefficient is about
\begin{equation}
3.689-0.535\times0.040+0.300=3.968,
\end{equation}
and $2.087/3.968=0.526$. The full multipole calculation, which also includes the small temperature variation inside the metal, gives 52.6 percent. The interface lowers the percentage by enlarging the self-heating to which the neighbour is compared; the neighbour's share in kelvin is nearly unaffected.

\section*{Other limits of the model}

\textbf{Finite length.} Suppose the lines are $L=10\ \mu$m long and both ends are held at the plane's temperature, a severe case. If $R$ is the relevant resistance, $R_{11}$ for one heated wire or $R_{11}+R_{12}$ for two, the heat balance along the wire is
\begin{equation}
k_mA\frac{d^2\theta}{dy^2}-\frac{\theta}{R}+q=0 .
\end{equation}
With $\lambda=\sqrt{k_mAR}$ and $y=0$ at the middle, the solution vanishing at $y=\pm L/2$ is
\begin{equation}
\theta=qR\left[1-\frac{\cosh(y/\lambda)}{\cosh(L/2\lambda)}\right].
\end{equation}
Its average over the length is
\begin{equation}
\overline\theta=qR\left[1-\frac{\tanh(L/2\lambda)}{L/2\lambda}\right].
\end{equation}
The decay length is 0.266 $\mu$m for one heated wire and 0.333 $\mu$m for two. The hotter pair loses the larger fraction through its ends, and the line-averaged percentage drops to about 54 if the unheated neighbour is ignored in the reference state. At mid-length the correction is negligible in this model. Since $\lambda$ is comparable with $h$, the local loss term $\theta/R$ makes this an estimate. The unheated neighbour, however, also has cold ends and draws heat from wire 1 in the reference state. To include this, write one heated wire as half the sum of equal heating, with $R=R_{11}+R_{12}$, and opposite heating, with $R=R_{11}-R_{12}$ and $\lambda=0.176\ \mu$m. In units of $q/(2\pi k)$ the line averages are $5.776\times0.9333=5.391$ and $1.602\times0.9649=1.545$, so the reference is 3.468 and the fraction is $5.391/3.468-1\approx55.4$ percent. The last digit belongs to the local model only; a three-dimensional treatment of the heat loss lowers the value by 0.2 to 0.3 percentage points.

\textbf{Top surface.} If the dielectric ends at an adiabatic surface $H=1000$ nm above the plane, the fraction becomes 57.0 percent. The reflected sources nearest to the wires are $2(H-h)=1600$ nm away, so they add nearly the same amount to both coefficients. A positive common addition raises a ratio smaller than 1, which is the direction found.

\textbf{Resistivity.} At fixed current, a rough slope of 0.0068 $\mu\Omega\,$cm/K gives a relative increase $\beta=0.0068/8=0.00085$ per kelvin. If $\theta_0$ is the rise without feedback, then $\theta=\theta_0(1+\beta\theta)$, or
\begin{equation}
\theta=\frac{\theta_0}{1-\beta\theta_0}.
\end{equation}
The total changes from 6.93 to 6.97 K. Comparing two heated wires with one, each with its own feedback, gives 56.9 percent.

\section*{Relation to real interconnects}

The dimensions and material values are rough figures for narrow copper lines in a porous low-$k$ dielectric. The current density is chosen high to give a clearly visible temperature rise. Because heating scales as $j^2$, the same model at 3 MA/cm$^2$ gives a total rise of only about 0.07 K, with the same percentage. For the rough value $r_K=10^{-8}$ m$^2$K/W the interface is the largest of the effects sized here and moves the fraction by about $-4$ percentage points from the thin-wire value, or about $-4.6$ from the 57.2 percent of metal wires without an interface. The shift depends strongly on $r_K$: counted from the thin-wire value it is about $-1$ at $3\times10^{-9}$ and about $-11$ at $3\times10^{-8}$ m$^2$K/W. Cold ends move the line average by about $-1$ when the unheated neighbour is cooled at its ends as well, and by about $-2$ when it is ignored. Real lines also have liners, nearly rectangular sections, layered dielectrics and further neighbours, whose effects are not included. The 57 percent is therefore a result for this isolated pair, not a design allowance for a dense wiring level.

\section*{Calculated quantities}
\begin{verbatim}
Wire radius: 10 nm
Distance between axes: 50 nm
Height of axes: 200 nm
Distance to own image: 400 nm
Distance to neighbour's image: 403.11 nm
Self logarithm: 3.6889 (no unit)
Neighbour logarithm: 2.0872 (no unit)
Neighbour/self, thin wires: 56.58 percent
Same if 50 nm is the clear gap: 47.66 percent
Metal-wire self coefficient: 3.6480 (no unit)
Metal-wire neighbour coefficient: 2.0877 (no unit)
Single metal-wire coefficient: 3.6883 (no unit)
Drop of self coefficient: 0.0409 (no unit)
Dipole estimate a^2/d^2: 0.0400 (no unit)
Metal wires, neighbour switched on: 57.23 percent
Metal wires, versus removed: 55.51 percent
Dielectric conductivity: 0.30 W/(m K)
Copper-line resistivity: 8.0 uohm cm
Current density: 30 MA/cm2
Plane temperature: 378 K
Heat per length: 2.262 uW/um
Temperature scale q/(2 pi k): 1.200 K
Self-heating: 4.43 K
Neighbour's contribution: 2.50 K
Total rise: 6.93 K
Wire temperature: 384.93 K
Metal conductivity estimate: 115.4 W/(m K)
Interface resistance: 1.0e-08 m2 K/W
Interface term k*r_K/a: 0.300 (no unit)
Ratio with interface and metal: 52.60 percent
Adiabatic top height: 1000 nm
Ratio with adiabatic top: 56.97 percent
Line length: 10 um
End decay length, alone: 0.266 um
End decay length, both heated: 0.333 um
Line-average ratio, cold ends: 54.37 percent
Resistivity slope: 0.0068 uohm cm/K
Total rise with feedback: 6.97 K
Ratio with feedback: 56.92 percent
Shift, metal wires, neighbour kept: +0.65 percentage points
Shift, metal wires, neighbour removed: -1.07 percentage points
Shift, interface and metal: -3.98 percentage points
Shift, adiabatic top: +0.39 percentage points
Shift, cold ends, line average: -2.21 percentage points
Shift, resistivity feedback: +0.34 percentage points
\end{verbatim}
